Lateral Decay Length of a Uniaxial Dielectric Between Grounded Plates, part 2

How far does a local disturbance of the potential reach sideways in a dielectric film between two metal plates? The film fills 0 < z < t, and x and y run along it. The plates at z = 0 and z = t are perfect conductors at zero potential. The dielectric is linear, homogeneous and uniaxial, with its optic axis along z, normal to the plates. Its static relative permittivities are ε_p in the plane and ε_z across it, and ε₀ is the vacuum permittivity. The electric field is minus the gradient of the potential φ. Subscripts x and z on φ denote partial derivatives.

Without free charge, and with nothing varying along y, the field equation is

ε_p φ_xx + ε_z φ_zz = 0.

The potential is a sum of terms a_n sin(nπz/t), n = 1, 2, 3, …, with the coefficients

a_n(x) = (2/t) ∫₀ᵗ φ(x,z) sin(nπz/t) dz.

Projecting on these functions turns ε_z φ_zz into −ε_z(nπ/t)² a_n. The factor s = √(ε_p/ε_z) stretches the vertical coordinate to ζ = s z, in which the film becomes isotropic.

For a disturbance at x ≤ 0 that is uniform along y, and a potential that stays bounded as x grows, each a_n decays as exp(−x/λ_n), with λ_n = ts/(nπ). The longest of these lengths, λ = λ_1, is the lateral decay length:

λ = (t/π) √(ε_p/ε_z).

The size of the disturbance across the gap is measured by

‖φ(x)‖² = ∫₀ᵗ φ(x,z)² dz,

and it obeys the norm bound

‖φ(x)‖ ≤ exp(−x/λ) ‖φ(0)‖.

The next question concerns a source of a different shape.

**Q:** My disturbance is a single trapped charge inside the dielectric. It spreads in two lateral directions. Does the exponential survive?

**A:** The length survives, with a changed profile. Put a charge e at height z₀ on the line ρ = 0, where ρ is the lateral distance. Gauss's law is

ε_p ∇²φ + ε_z φ_zz = −(e/ε₀) δ²(ρ) δ(z−z₀),

where ∇² acts on the two lateral coordinates. Multiply by (2/t) sin(nπz/t), integrate over z and divide by ε_p:

∇²a_n − a_n/λ_n² = −[2e/(ε₀ε_p t)] sin(nπz₀/t) δ²(ρ).

Away from ρ = 0 the right side vanishes. Nothing depends on angle, so

a_n″ + a_n′/ρ − a_n/λ_n² = 0.

This is the modified Bessel equation of order zero. Its solutions are I₀(ρ/λ_n), which grows without limit and is excluded, and K₀(ρ/λ_n), which decays. So a_n = A_n K₀(ρ/λ_n).

The constant A_n follows from integrating the equation over a small disc around the charge. Near zero K₀(u) behaves as −ln u, so a_n′ is close to −A_n/ρ. By the divergence theorem the Laplacian contributes 2πρa_n′ = −2πA_n. The term a_n/λ_n² contributes nothing as the disc shrinks, since a logarithm times a vanishing area tends to zero. Therefore

−2πA_n = −[2e/(ε₀ε_p t)] sin(nπz₀/t),

and the potential is

φ(ρ,z) = [e/(πε₀ε_p t)] Σ sin(nπz₀/t) sin(nπz/t) K₀(ρ/λ_n).

**Q:** K₀ is not an exponential. In what sense is λ still the decay length?

**A:** In the sense of the limit far away. Write a_1 = g(ρ)/√ρ. Differentiating twice gives

a_1″ + a_1′/ρ = [g″ + g/(4ρ²)]/√ρ,

so the Bessel equation becomes

g″ = [1/λ² − 1/(4ρ²)] g.

At large ρ the second term in the bracket is negligible, and g decays as exp(−ρ/λ). The potential then falls as exp(−ρ/λ)/√ρ. The factor 1/√ρ comes from the spreading of the flux over a growing circumference.

At a finite distance one can define a local decay length, −φ/(∂φ/∂ρ). Because the derivative of K₀(u) is −K₁(u), the first mode gives

λ_local = λ K₀(ρ/λ)/K₁(ρ/λ).

From the far form, the logarithmic slope is −1/λ − 1/(2ρ), so λ_local lies below λ and approaches it slowly, with a relative deficit near λ/(2ρ).

**Q:** Give me a case with numbers.

**A:** Take 10 nm of hexagonal boron nitride between two graphite gates, with one elementary charge trapped at the midplane. The static permittivities are rough values, 7.0 in the plane and 3.5 across it. Their ratio is 2, so

λ = (10 nm/π) × 1.414 = 4.50 nm.

An isotropic film of the same thickness would have 3.18 nm. The prefactor of the series is

e/(πε₀ε_p t) = 82.3 mV.

For the sum itself, image charges are convenient at short distances, where many modes contribute. In the stretched coordinate ζ = sz the material is isotropic. The delta function changes as δ(z−z₀) = s δ(ζ−ζ₀), with ζ₀ = sz₀, so a charge in unbounded material has the potential

e s/(4πε₀ε_p R) = e/(4πε₀√(ε_pε_z) R), with R² = ρ² + s²(z−z₀)².

The plates are represented by charges +e at heights z₀ + 2mt and −e at −z₀ + 2mt, for all integers m. This set is odd under reflection in either plate, which makes the potential zero on both. Summing it for m from −100000 to 100000 gives, on the midplane,

ρ = 5 nm: 31.8 mV

ρ = 10 nm: 7.21 mV

ρ = 20 nm: 0.561 mV.

At 10 nm the first mode alone supplies 99.3 percent of the potential.

**Q:** Between 10 and 20 nm your potential falls by a factor of almost 13. A decay length of 4.50 nm should give exp(10/4.50), which is about 9.

**A:** The rest is the factor 1/√ρ. Doubling the distance reduces it by √2 = 1.41, and 9.2 × 1.41 is 13.0. The ratio of the listed potentials is 7.208/0.561 = 12.8. The small difference remains because the far form is still approximate at 10 nm.

The local decay length at 20 nm, from the image sum, is 4.07 nm. That is ten percent below λ. Someone who fits a plain exponential to the potential of a point charge over such distances will therefore find too short a length. Dividing out 1/√ρ first removes most of the discrepancy.

**Q:** When can I ignore this trap?

**A:** That needs a threshold. One natural scale is the thermal voltage kT/e, which is 25.9 mV at 300 K. Solving φ(ρ,t/2) = kT/e numerically with the mode series gives ρ = 5.6 nm. Beyond that radius, a single charge placed on the midplane has an interaction energy with the trap of less than kT. This does not make the trap harmless to every quantity. A tunnelling current, for instance, can respond to smaller changes of potential, and many traps add up.

**Q:** You assumed that the optic axis stands exactly normal to the plates. What if the crystal is tilted?

**A:** Then the formula changes. Tilt the axis by an angle θ within the xz plane, so that its direction is n = (sin θ, cos θ). The permittivity is ε_p for directions across the axis and ε_z along it, which gives the components

ε_xx = ε_p cos²θ + ε_z sin²θ,

ε_zz = ε_z cos²θ + ε_p sin²θ,

ε_xz = (ε_z − ε_p) sin θ cos θ.

For a potential that does not vary along y, Gauss's law acquires a mixed derivative:

ε_xx φ_xx + 2ε_xz φ_xz + ε_zz φ_zz = 0.

Look for decaying modes φ = exp(−kx) F(z). Each x derivative gives −k, so

ε_xx k² F − 2ε_xz k F′ + ε_zz F″ = 0.

The first derivative can be removed by writing F = exp(bz) G with b = kε_xz/ε_zz. Then

F′ = exp(bz)(G′ + bG),

F″ = exp(bz)(G″ + 2bG′ + b²G).

The terms in G′ have the coefficient 2bε_zz − 2kε_xz, which is zero by the choice of b. The terms in G have the coefficient

ε_xx k² − 2ε_xz k b + ε_zz b² = k²(ε_xx − ε_xz²/ε_zz) = k²(ε_xxε_zz − ε_xz²)/ε_zz.

The combination ε_xxε_zz − ε_xz² is the determinant of the permittivity matrix in the xz plane. Rotation leaves it unchanged, so it equals ε_pε_z. Dividing by ε_zz,

G″ + k²(ε_pε_z/ε_zz²) G = 0.

The factor exp(bz) has no zeros, so G must vanish at both plates. The lowest mode is G = sin(πz/t), which requires k√(ε_pε_z)/ε_zz = π/t, or

λ(θ) = (t/π) √(ε_pε_z)/ε_zz.

At θ = 0 this is the earlier result. At θ = 90° it gives (t/π)√(ε_z/ε_p). The ratio has turned over, as it must when the axis lies along the direction of decay.

For the example with a tilt of 30°, ε_zz = 0.75 × 3.5 + 0.25 × 7.0 = 4.375, and λ falls from 4.50 to 3.60 nm, a change of 20 percent. This is the length for decay along x, the direction of the tilt. Along y the permittivity is still ε_p and there is no mixed derivative, so the length there is (t/π)√(ε_p/ε_zz) = 4.03 nm. The potential of a trapped charge in a tilted crystal therefore reaches further along y than along x. A flake lying flat on its gate has its layers parallel to the plates, and the first formula applies. In a film of differently oriented crystal grains, no single θ describes the material.

**Q:** Graphite is a poor metal. Surely the field enters the gates.

**A:** It does, and λ grows as a result. Describe each gate by linear Thomas-Fermi screening, with a screening length ℓ and an isotropic background permittivity ε_g:

φ_xx + φ_zz = φ/ℓ².

For a mode that decays as exp(−kx) along the film, φ_xx = k²φ, and inside the gate

φ_zz = p²φ, p = √(1/ℓ² − k²).

If the gate is thick compared with ℓ, the potential falls as exp(−pd) with the depth d below its surface.

Inside the film, the mode that is even about the midplane is cos(q(z − t/2)). The field equation requires ε_p k² = ε_z q², so q = ks. At the upper interface both φ and ε_z φ_z must be continuous. Dividing the second condition by the first gives

−ε_z q tan(qt/2) = −ε_g p.

With the rough values ℓ = 0.5 nm and ε_g = 3.0, solving this numerically for k gives

λ = 1/k = 5.02 nm,

which is 11.6 percent above the result for perfect plates.

**Q:** Can I see why it is of that size without solving an equation with a tangent in it?

**A:** Yes, when ℓ is small compared with λ and ε_zℓ/ε_g is small compared with t. Write qt/2 = π/2 − δ. Then tan(qt/2) = 1/tan δ, and the matching condition becomes

tan δ = ε_z q/(ε_g p).

Under the first condition p is close to 1/ℓ, and under the second δ is small, so δ ≈ qε_zℓ/ε_g. Putting this back,

q(t/2 + ε_zℓ/ε_g) ≈ π/2.

The film acts like one with perfect plates at the larger spacing

t_eff ≈ t + 2ε_zℓ/ε_g.

The example gives 10 + 2 × 3.5 × 0.5/3.0 = 11.17 nm, and the full condition gives 11.16 nm. A small ℓ alone is not enough. For an isotropic film with permittivity 25 and t = 5 nm between the same gates, the estimate gives λ = 4.24 nm while the full condition gives 3.56 nm. For fixed ℓ, ε_z and ε_g, the relative correction grows as the film is thinned, since the added thickness does not shrink with t.

**Q:** Twelve percent in a length sounds harmless.

**A:** The length stands in an exponent, so the potential at a distance changes by more. For the trapped charge at the midplane, evaluate the series for perfect plates at a spacing of 11.16 nm. At ρ = 10 nm it gives 8.59 mV, compared with 7.21 mV before.

One can also keep the gates explicitly. Dividing film and gates into cells of 0.01 nm, with 5 nm of gate on each side, turns the vertical problem into a matrix whose eigenvectors replace the sine functions. Summing the 40 slowest modes gives 8.60 mV. The potential is thus 19 percent higher than between perfect plates. Further out the relative change is larger still, because the two exponentials continue to separate.

**Q:** The film is about thirty atomic layers thick. Why may you treat it as a continuum?

**A:** For the slowest mode, a simple chain of layers shows how much the division into layers matters by itself. Assign a potential φ_j to each layer, with a spacing d = t/30 = 0.333 nm, and replace the second derivative by

(φ_{j+1} − 2φ_j + φ_{j−1})/d².

Acting on sin(πjd/t), this gives −(4/d²) sin²(πd/2t) times the same function. The continuum has −(π/t)² in its place. Since λ is s divided by the square root of this coefficient's magnitude,

λ_layers = s d/[2 sin(πd/2t)].

For small d/t the sine lies below its argument by the relative amount (πd/t)²/24, and λ rises by the same fraction. Here that is 0.046 percent. The chain does not tell where the film ends and the gate begins. Since λ is proportional to t, an uncertainty of one layer spacing in t moves λ by about three percent, which is far more. The estimate concerns a mode that varies slowly across the film. Within a few atomic distances of the trap, the continuum potential has no such support, and it should not be used there.

**Q:** Would the charge stay in the trap, and would the dielectric survive its field?

**A:** At the plate directly below the trap, the image sum gives a field of 0.15 MV/cm. I obtained it from the potential at a height of 0.001 nm divided by that height. A rough breakdown field across the layers is 10 MV/cm, so the trap alone adds 1.5 percent of that at the plate. An applied gate bias adds its own field and may be far larger. Close to the charge, the continuum field grows without limit, and comparing it with a bulk breakdown field has no meaning.

For the escape by tunnelling, take a rectangular barrier with rough parameters: a depth E = 2 eV, a mass m of half the free-electron mass, and a distance w = 5 nm to either gate. The exponent in the transmission probability is

2w√(2mE)/ħ = 51.2.

With a rough attempt rate of 10¹³ per second, the holding time is exp(51.2)/10¹³ seconds, or about 10⁹ seconds. This number depends strongly on the rough inputs. A change of ten percent in the exponent moves the time by more than a factor of 100. With a mass of 0.26 free-electron masses the exponent is 36.9, and the time falls to about 10³ seconds. A gate bias that lowers the barrier on one side shortens it further. The charge may be treated as fixed for processes that are much faster than its holding time. For a shallow trap, or one near a gate, that time can be very short.

**Q:** How closely does all this describe a real gate stack?

**A:** The two permittivities are rough, and λ depends on the square root of their ratio, so an error of ten percent in the ratio moves λ by about five percent. Real gates are not perfect plates, and for graphite the estimate above puts the resulting change at roughly twelve percent in λ. That figure rests on a linear, isotropic model of graphite, which is itself anisotropic. A grounded conducting layer placed between the gates would screen the trap further, and the bare-film result would then overstate its reach. An isolated conducting layer takes up one common potential over its whole length, and it can carry the disturbance further than the bare film does. An amorphous oxide has no preferred axis on the scale of the film, so ε_p = ε_z and λ = t/π, which is 3.2 nm at the same thickness.

**Q:** Then what may I use as a rule for keeping two parts of a device from disturbing each other?

**A:** For an edge disturbance that is uniform along y, in a charge-free film between good metal plates with the axis normal to them, the norm bound gives a sufficient distance, provided that the film continues unchanged beyond the second part or ends there in a grounded wall. To reduce the root-mean-square potential across the gap by a factor N, it is enough to separate the parts by

x = λ ln N.

If the film ends at the second part in a wall that lets no flux through, the lowest mode arrives there with the fraction 1/cosh(x/λ) of its starting value, which is almost twice exp(−x/λ) at large x. An extra distance of λ ln 2 covers that case.

For perfect plates and a fixed permittivity ratio, the distance shrinks in proportion to the spacing of the plates. At fixed spacing it shrinks when ε_p is lowered at constant ε_z, and raising both permittivities by the same factor leaves it unchanged.

If the gates screen imperfectly and ε_zℓ/ε_g is small compared with t, replace t by t_eff in λ as an estimate. For a high-permittivity film that condition can fail even when ℓ is small, and the full matching condition must then be solved. The added length 2ε_zℓ/ε_g does not shrink with t, so thinning the film shortens the distance by less than the same proportion. It also grows with ε_z, so raising both permittivities by the same factor now lengthens the distance.

Numbers in the example were calculated in double precision.
